# Dissolved oxygen in silicon from its infrared absorption: test program

```python
# Result under test: dissolved oxygen density in silicon N = K * alpha_net,
# with K = 3.14e17 cm^-2 and alpha_net = 3 cm^-1, so N = 9.4e17 cm^-3.
# alpha_net: peak absorption coefficient (natural exponential) of the Si-O-Si
# band after subtraction of the lattice absorption. K is a measured input.
# The tests use an oscillator model calibrated at a different oxygen density,
# and wave amplitudes in a polished slab. Lengths are in cm unless named.
import numpy as np
from scipy import constants as const
from scipy.optimize import brentq

CALIBRATION = 3.14e17       # cm^-2, given
NET_ABSORPTION = 3.0        # cm^-1, given
BAND_CENTRE = 1107.0        # cm^-1, rough
BAND_WIDTH = 33.0           # cm^-1, full width at half maximum, rough
HOST_INDEX = 3.42           # refractive index of silicon, rough
LATTICE_ABSORPTION = 0.8    # cm^-1 at the band centre, rough
THICKNESS = 0.2             # cm
RESOLUTION = 4.0            # cm^-1, full width of a Gaussian instrument


def complex_index(wavenumber, oxygen, strength, width=BAND_WIDTH):
    """Index of silicon with lattice loss and damped oxygen oscillators."""
    lattice = 1j * HOST_INDEX * LATTICE_ABSORPTION / (2 * np.pi * wavenumber)
    band = oxygen * strength / (BAND_CENTRE**2 - wavenumber**2
                                - 1j * width * wavenumber)
    return np.sqrt(HOST_INDEX**2 + lattice + band)


def absorption(oxygen, strength, width=BAND_WIDTH):
    index = complex_index(BAND_CENTRE, oxygen, strength, width)
    return 4 * np.pi * BAND_CENTRE * index.imag


def net_peak(oxygen, strength, width=BAND_WIDTH):
    return absorption(oxygen, strength, width) - absorption(0.0, strength)


def wave_transmittance(wavenumber, oxygen, strength, extra_phase=0.0):
    """Coherent transmittance of the slab from wave amplitudes."""
    index = complex_index(wavenumber, oxygen, strength)
    r = (index - 1) / (index + 1)
    phase = 2 * np.pi * wavenumber * index * THICKNESS + extra_phase
    amplitude = (1 - r**2) * np.exp(1j * phase)
    return abs(amplitude / (1 - r**2 * np.exp(2j * phase)))**2


def averaged_transmittance(wavenumber, oxygen, strength):
    phases = np.arange(64) * np.pi / 64
    return sum(wave_transmittance(wavenumber, oxygen, strength, p)
               for p in phases) / len(phases)


REFLECTANCE = ((HOST_INDEX - 1) / (HOST_INDEX + 1))**2


def absorption_from_transmittance(t):
    a = (1 - REFLECTANCE)**2
    x = (-a + np.sqrt(a**2 + 4 * REFLECTANCE**2 * t**2)) \
        / (2 * REFLECTANCE**2 * t)
    return -np.log(x) / THICKNESS


# The derived result
density = CALIBRATION * NET_ABSORPTION
assert f"{density:.1e}" == "9.4e+17"

# Calibrate the oscillator strength on a crystal of lower oxygen density,
# then search for the density whose net peak is the given one.
standard = 2e17
strength = 1e-17 * brentq(
    lambda s: net_peak(standard, s * 1e-17) - standard / CALIBRATION,
    0.1, 100.0)
strength_formula = HOST_INDEX * BAND_WIDTH / (2 * np.pi * CALIBRATION)
assert abs(strength / strength_formula - 1) < 1e-5
found_density = 1e17 * brentq(
    lambda n: net_peak(n * 1e17, strength) - NET_ABSORPTION, 0.1, 100.0)
assert abs(found_density / density - 1) < 1e-5

# Exponential law from successive thin layers of absorbing centres
cross_section = 1 / CALIBRATION
layers = 200000
remaining = 1.0
for _ in range(layers):
    remaining -= remaining * density * cross_section * THICKNESS / layers
internal = np.exp(-NET_ABSORPTION * THICKNESS)
assert abs(remaining / internal - 1) < 1e-5

# Slab transmittance from waves, against the summed-reflection formula
t_sample = averaged_transmittance(BAND_CENTRE, found_density, strength)
t_reference = averaged_transmittance(BAND_CENTRE, 0.0, strength)
for t, alpha in ((t_sample, LATTICE_ABSORPTION + NET_ABSORPTION),
                 (t_reference, LATTICE_ABSORPTION)):
    x = np.exp(-alpha * THICKNESS)
    formula = (1 - REFLECTANCE)**2 * x / (1 - REFLECTANCE**2 * x**2)
    assert abs(t / formula - 1) < 1e-5
alpha_sample = absorption_from_transmittance(t_sample)
alpha_reference = absorption_from_transmittance(t_reference)
recovered_net = alpha_sample - alpha_reference
recovered_density = CALIBRATION * recovered_net
assert abs(recovered_net - NET_ABSORPTION) < 1e-4

# Mistakes of procedure
no_subtraction = CALIBRATION * alpha_sample
ratio_net = -np.log(t_sample / t_reference) / THICKNESS
ratio_density = CALIBRATION * ratio_net
decadic_density = CALIBRATION * -np.log10(internal) / THICKNESS
assert ratio_density > density > decadic_density

# Finite resolution: average the transmittance over the instrument profile
offset = np.linspace(-12.0, 12.0, 1201)
sigma = RESOLUTION / (2 * np.sqrt(2 * np.log(2)))
profile = np.exp(-offset**2 / (2 * sigma**2))
profile /= profile.sum()
grid = BAND_CENTRE + offset
blur_sample = profile @ averaged_transmittance(grid, density, strength)
blur_reference = profile @ averaged_transmittance(grid, 0.0, strength)
blur_net = (absorption_from_transmittance(blur_sample)
            - absorption_from_transmittance(blur_reference))
assert blur_net < NET_ABSORPTION
# The same instrument removes the real fringes of the slab
fringes = wave_transmittance(grid, 0.0, strength)
fringe_period = 1 / (2 * HOST_INDEX * THICKNESS)
assert fringes.max() - fringes.min() > 0.1
assert abs(profile @ fringes / blur_reference - 1) < 1e-4

# Broader band, transmittance error, calibration uncertainty
broad_net = net_peak(density, strength, 1.1 * BAND_WIDTH)
assert abs(broad_net * 1.1 / NET_ABSORPTION - 1) < 1e-4
t_error = 0.002
noisy_net = absorption_from_transmittance(t_sample - t_error) - alpha_reference
calibration_error = 0.03
density_error = calibration_error * density

# Free electrons: Drude dielectric function against its weak-loss formula (SI)
electrons, mobility, mass_ratio = 1e15, 1300.0, 0.26
omega = 2 * np.pi * const.c * BAND_CENTRE * 100
mass = mass_ratio * const.m_e
tau = mobility * 1e-4 * mass / const.e
plasma2 = electrons * 1e6 * const.e**2 / (const.epsilon_0 * mass)
drude_index = np.sqrt(HOST_INDEX**2 - plasma2 / (omega**2 + 1j * omega / tau))
carrier_absorption = 2 * omega / const.c * drude_index.imag / 100
drude_formula = plasma2 / (HOST_INDEX * const.c * omega**2 * tau) / 100
assert abs(carrier_absorption / drude_formula - 1) < 0.01

# Atomic fraction and mean spacing
lattice_parameter = const.physical_constants["lattice parameter of silicon"][0]
silicon_density = 8 / (lattice_parameter * 100)**3
fraction_ppm = density / silicon_density * 1e6
spacing_nm = density**(-1 / 3) * 1e7


def percent(value, reference):
    return 100 * (value / reference - 1)


print(f"calibration K: {CALIBRATION:.2e} cm^-2")
print(f"net peak absorption: {NET_ABSORPTION:.1f} cm^-1")
print(f"oxygen density K*alpha: {density:.2e} cm^-3")
print(f"oxygen density, two figures: {density:.1e} cm^-3")
print(f"silicon atom density: {silicon_density:.2e} cm^-3")
print(f"oxygen atomic fraction: {fraction_ppm:.1f} ppm")
print(f"density^(-1/3), oxygen spacing: {spacing_nm:.1f} nm")
print(f"cross-section per oxygen: {cross_section:.2e} cm^2")
print(f"band centre: {BAND_CENTRE:.0f} cm^-1")
print(f"band full width: {BAND_WIDTH:.0f} cm^-1")
print(f"model calibration density: {standard:.1e} cm^-3")
print(f"model oscillator strength A: {strength:.2e} cm")
print(f"density found by model search: {found_density:.3e} cm^-3")
print(f"slab thickness: {THICKNESS * 10:.1f} mm")
print(f"refractive index: {HOST_INDEX:.2f}")
print(f"reflectance of one face: {REFLECTANCE:.4f}")
print(f"internal factor exp(-alpha_net d): {internal:.4f}")
print(f"transmittance, sample: {t_sample:.4f}")
print(f"transmittance, reference: {t_reference:.4f}")
print(f"absorption, sample: {alpha_sample:.3f} cm^-1")
print(f"absorption, reference: {alpha_reference:.3f} cm^-1")
print(f"recovered net absorption: {recovered_net:.3f} cm^-1")
print(f"recovered oxygen density: {recovered_density:.2e} cm^-3")
print(f"no lattice subtraction: {no_subtraction:.2e} cm^-3")
print(f"  its error: {percent(no_subtraction, density):+.1f} %")
print(f"simple ratio, net absorption: {ratio_net:.3f} cm^-1")
print(f"simple ratio, density: {ratio_density:.2e} cm^-3")
print(f"  its error: {percent(ratio_density, density):+.1f} %")
print(f"decadic mistake, density: {decadic_density:.2e} cm^-3")
print(f"  its error: {percent(decadic_density, density):+.1f} %")
print(f"calibration uncertainty, rough: {100 * calibration_error:.0f} %")
print(f"  density uncertainty: {density_error:.1e} cm^-3")
print(f"transmittance error assumed: {t_error:.3f}")
print(f"  density change: {percent(noisy_net, NET_ABSORPTION):+.1f} %")
print(f"instrument resolution: {RESOLUTION:.1f} cm^-1")
print(f"  fringe period: {fringe_period:.2f} cm^-1")
print(f"  density change: {percent(blur_net, NET_ABSORPTION):+.1f} %")
print(f"band 10 % broader, net peak: {broad_net:.3f} cm^-1")
print(f"  density change: {percent(broad_net, NET_ABSORPTION):+.1f} %")
print(f"free electron density: {electrons:.1e} cm^-3")
print(f"electron mobility, rough: {mobility:.0f} cm^2/Vs")
print(f"electron mass ratio, rough: {mass_ratio:.2f}")
print(f"free-electron absorption: {carrier_absorption:.4f} cm^-1")
print(f"  share of net: {100 * carrier_absorption / NET_ABSORPTION:.2f} %")
print("finished without a failed check")
```

Output:

```
calibration K: 3.14e+17 cm^-2
net peak absorption: 3.0 cm^-1
oxygen density K*alpha: 9.42e+17 cm^-3
oxygen density, two figures: 9.4e+17 cm^-3
silicon atom density: 4.99e+22 cm^-3
oxygen atomic fraction: 18.9 ppm
density^(-1/3), oxygen spacing: 10.2 nm
cross-section per oxygen: 3.18e-18 cm^2
band centre: 1107 cm^-1
band full width: 33 cm^-1
model calibration density: 2.0e+17 cm^-3
model oscillator strength A: 5.72e-17 cm
density found by model search: 9.420e+17 cm^-3
slab thickness: 2.0 mm
refractive index: 3.42
reflectance of one face: 0.2998
internal factor exp(-alpha_net d): 0.5488
transmittance, sample: 0.2339
transmittance, reference: 0.4470
absorption, sample: 3.800 cm^-1
absorption, reference: 0.800 cm^-1
recovered net absorption: 3.000 cm^-1
recovered oxygen density: 9.42e+17 cm^-3
no lattice subtraction: 1.19e+18 cm^-3
  its error: +26.7 %
simple ratio, net absorption: 3.238 cm^-1
simple ratio, density: 1.02e+18 cm^-3
  its error: +7.9 %
decadic mistake, density: 4.09e+17 cm^-3
  its error: -56.6 %
calibration uncertainty, rough: 3 %
  density uncertainty: 2.8e+16 cm^-3
transmittance error assumed: 0.002
  density change: +1.4 %
instrument resolution: 4.0 cm^-1
  fringe period: 0.73 cm^-1
  density change: -1.0 %
band 10 % broader, net peak: 2.727 cm^-1
  density change: -9.1 %
free electron density: 1.0e+15 cm^-3
electron mobility, rough: 1300 cm^2/Vs
electron mass ratio, rough: 0.26
free-electron absorption: 0.0143 cm^-1
  share of net: 0.48 %
finished without a failed check
```
